# Why quartic maximum entropy fails for symmetric range profiles with high kurtosis

## A quartic with one term

Take the density proportional to $e^{-cy^4}$ on the whole line, with $c>0$. The integral of $d(y e^{-cy^4})/dy$ vanishes because the boundary terms vanish. Dividing it by the normalisation gives

$$1-4c\langle y^4\rangle=0,\qquad \langle y^4\rangle=\frac1{4c}.$$

The substitution $t=cy^4$ gives $\langle y^2\rangle=\Gamma(3/4)/[\Gamma(1/4)\sqrt c]$. The kurtosis, meaning the fourth central moment divided by the squared variance, is therefore

$$K=\frac{\langle y^4\rangle}{\langle y^2\rangle^2}
=\frac{\Gamma(1/4)^2}{4\,\Gamma(3/4)^2}\approx2.188 .$$

The coefficient $c$ has dropped out: it sets the width, not the shape. A Gaussian has $K=3$. The quartic exponential falls faster at large $|y|$, and its kurtosis is smaller.

A quadratic term changes the shape. For $e^{-a_2y^2-y^4}$ the computed kurtosis is 1.062 at $a_2=-6$, where the density is nearly two separate peaks, and 2.986 at $a_2=20$, where it is nearly Gaussian. The values approach three from below. The reason, given below, does not assume that the quartic is even, only that its skewness is zero.

## The reconstruction problem

Let $x$ be depth, $R_p$ the mean range and $\sigma$ the standard deviation, and set $y=(x-R_p)/\sigma$. The profile has unit mass in $y$, and its prescribed moments are

$$m_0=1,\quad m_1=0,\quad m_2=1,\quad m_3=0,\quad m_4=K>3 .$$

The entropy is $h[p]=-\int p\ln p\,dy$. With a multiplier $b_n$ for each moment, stationarity requires $-\ln p-1-\sum_{n=0}^4b_ny^n=0$. Writing $a_0=1+b_0$ and $a_n=b_n$ for $n\ge1$,

$$p(y)=\exp(-a_0-a_1y-a_2y^2-a_3y^3-a_4y^4).$$

Normalisability on the whole line restricts the coefficients. If $a_4<0$, $p$ diverges at both ends. If $a_4=0$ and $a_3\ne0$, it diverges at one end. What remains is $a_4>0$, or $a_4=a_3=0$ with $a_2>0$. The second case is a Gaussian and has $K=3$.

The moments themselves are realisable. Mix two centred Gaussians with weights 0.8 and 0.2 and variances $1-d$ and $1+4d$. The total variance is one, and

$$K=3[0.8(1-d)^2+0.2(1+4d)^2]=3(1+4d^2).$$

For $K=3.6$ this gives $d=\sqrt{0.05}$. With $\sigma=45$ nm the component widths are 39.65 nm and 61.94 nm. Such a profile exists; it is not the exponential of a quartic.

## The contribution of the quartic term

Suppose that a quartic exponential $p$ with $a_4>0$ has the required moments. Compare it with the unit Gaussian $g=e^{-y^2/2}/\sqrt{2\pi}$ through

$$J=\int(p-g)(\ln p-\ln g)\,dy .$$

The two factors have the same sign wherever they are nonzero, because the logarithm is increasing. Hence $J\ge0$, with equality only if $p=g$. The difference of logarithms is a polynomial:

$$\ln p-\ln g=C-a_1y-(a_2-\tfrac12)y^2-a_3y^3-a_4y^4 .$$

Both densities have the same moments of orders zero to three, so the constant, linear, quadratic and cubic terms integrate to zero against $p-g$. The Gaussian fourth moment is three, and what is left is

$$J=-a_4(K-3)=a_4(3-K).$$

Since $a_4>0$, $p$ differs from $g$, so $J>0$ and $K<3$. This contradicts $K>3$ and proves the failure.

The role of symmetry is now visible. Vanishing skewness lets a normalisable Gaussian match the third moment, and so removes the unknown $a_3$ from $J$. With nonzero skewness that cancellation is lost. The same argument shows that a quartic exponential of zero skewness is even about its mean: it shares all four moments with its mirror image, so $J$ between the two vanishes and they coincide.

For a centred quartic exponential of variance $v$ and zero skewness, compared with the Gaussian of the same variance, the same calculation gives $J=a_4v^2(3-K)$. This identity was tested by quadrature for six even quartics. At $a_2=0$, $a_4=1$, for instance, $K=2.188$ and $J=0.0927$.

## The contribution of the normalisation boundary

The multipliers can also be sought by minimising the dual function

$$D=\ln Z+\sum_{n=1}^4a_nm_n,\qquad
Z=\int e^{-\sum_{n=1}^4a_ny^n}dy .$$

In the interior of the allowed region, $\partial D/\partial a_n=m_n-\langle y^n\rangle$, so a stationary point would match the moments. To see where the minimum lies, let $\Delta a_n$ be the change of each coefficient from its Gaussian value. Jensen's inequality, $\ln\langle e^{-u}\rangle_g\ge-\langle u\rangle_g$, gives

$$D-D_g\ge\sum_{n=1}^4\Delta a_n\left(m_n-\langle y^n\rangle_g\right)=a_4(K-3).$$

Every allowed density has $a_4\ge0$. The minimum is therefore the Gaussian, on the boundary $a_4=0$, where the slope $K-3=0.6$ has not vanished. Going downhill would require $a_4<0$, which cannot be normalised.

A forward difference with step $10^{-4}$ in $a_4$, minimised over $a_2$, gives a slope of 0.6012. The excess 0.0012 comes from curvature. Under $g$, the variances of $y^4$ and $y^2$ are 96 and 2, and their covariance is 12. Minimising over $a_2$ leaves the curvature $96-12^2/2=24$, which adds $\tfrac12\times24\times10^{-4}=0.0012$ to the difference quotient.

## The contribution of remote mass

No density attains the largest entropy, although the supremum is finite. For any density of zero mean and unit variance, nonnegativity of $\int p\ln(p/g)\,dy$ gives

$$h[p]\le h_g=\tfrac12\ln(2\pi e)=1.41894,$$

with equality only for the Gaussian, which has the wrong $K$.

The bound can nevertheless be approached. Take three Gaussians of common variance $v$: weight $1-e$ at zero and $e/2$ at each of $\pm L$ (here $e$ is a weight). Let $q=eL^2$. Unit variance requires $v=1-q$, and the fourth moment is

$$\begin{aligned}
K&=3v^2+6vq+qL^2\\
&=3(1-q)^2+6(1-q)q+qL^2=3-3q^2+qL^2 .
\end{aligned}$$

Thus $3q^2-L^2q+K-3=0$. For large $L$ its smaller root is $q\approx(K-3)/L^2$, so $e\approx(K-3)/L^4$. The far bumps supply the whole missing fourth moment while their share of the variance tends to zero.

A mixture has at least the average entropy of its components, so the deficit satisfies

$$0<h_g-h\le-\tfrac12\ln(1-q)\longrightarrow0 .$$

Uncertainty about which component an ion belongs to adds an entropy of order $L^{-4}\ln L$. This is smaller than $q/2$ at large $L$, so the deficit tends to $(K-3)/(2L^2)$. At $L=100$ this predicts $3.00\times10^{-5}$ nat; the computed deficit is $2.99\times10^{-5}$ nat. The Gaussian entropy is therefore the supremum, and it is not reached.

## The contribution of a finite window

Cut the line at $y=\pm L$. Negative $a_4$ is then allowed, and a solution was found for each of three windows. At large $L$ the core is nearly Gaussian, with $a_2\approx1/2$. A wall mass $w$ supplies the missing fourth moment if

$$wL^4\approx K-3 .$$

Such a small mass needs a wall exponent $a_2L^2+a_4L^4$ that grows only logarithmically with $L$. The two large terms must nearly cancel, so $a_4\approx-1/(2L^2)$. The exponent then has slope $2a_2L+4a_4L^3\approx-L$ at the right wall, and the wall layer has width about $1/L$. With $w/2$ on each side, the wall density is about $(K-3)/(2L^3)$.

Take $\sigma=45$ nm and a dose of $10^{14}$ cm$^{-2}$:

| Half-window (nm) | $wL^4$ | Wall concentration (cm$^{-3}$) |
|---|---:|---:|
| 450 | 0.533 | $4.0\times10^{15}$ |
| 900 | 0.585 | $7.4\times10^{14}$ |
| 1800 | 0.596 | $1.0\times10^{14}$ |

The second column approaches 0.6. The widest window has $L=40$, and the density unit is $10^{14}/(45\times10^{-7})=2.22\times10^{19}$ cm$^{-3}$. The estimate is $0.6/(2\times40^3)$ times this unit, or $1.04\times10^{14}$ cm$^{-3}$, close to the computed value. These peaks are set by the cut, not by ion stopping. The windows ignore the wafer surface: for a mean depth of 120 nm each left wall lies above it. A window running from the surface to the same distances past the mean has a single deep wall, with concentrations about five times larger ($2.1\times10^{16}$, $3.4\times10^{15}$ and $5.5\times10^{14}$ cm$^{-3}$). A numerical solver that reports success for these moments on a finite grid has solved a different problem, whose answer moves with the grid boundary.

## The contribution of a small skewness

Let the skewness be $s>0$, with $K>3$ fixed. Normalisable solutions were found on the whole line for $s=0.20$, 0.10 and 0.05. Their exponent is nearly a balanced double well. With $y$ now measured from the main peak,

$$Q(y)\approx\tfrac12y^2(1-y/L)^2
=\tfrac12y^2-\frac{y^3}{L}+\frac{y^4}{2L^2}.$$

To first order in $1/L$, the core averages are Gaussian averages weighted by $1+y^3/L$. The mean becomes $3/L$ and the third raw moment $15/L$, so the third central moment is $15/L-3(3/L)=6/L$. The remote bump, of weight $w\approx(K-3)/L^4$, adds $wL^3=(K-3)/L$. Together,

$$s\approx\frac{6+(K-3)}L,\qquad L\approx\frac{K+3}{s}.$$

For $K=3.6$ the core supplies $6/6.6$, about 91%, of the skewness, while the bump supplies nearly all the excess kurtosis. The wells are not perfectly balanced, since the bump must be small. The required offset grows like $\ln L$ and changes the cubic coefficient by a relative amount of order $(\ln L)/L^2$, which vanishes as $s\to0$.

At $s=0.10$ the estimate is $66\sigma=2970$ nm; the computed bump lies 2940 nm beyond the mean. Halving $s$ moves it to 5922 nm. For negative $s$ the picture is reflected. As $s\to0$ the bump recedes to infinity and no solution is left at $s=0$. Its peak at $s=0.10$ is about $2.8\times10^{11}$ cm$^{-3}$, far below the Gaussian main peak of $8.9\times10^{18}$ cm$^{-3}$. Such a fit satisfies the moment equations without describing a moderately heavy tail near the main peak.

## The contribution of the surface

An implanted profile occupies $x\ge0$, not the whole line. On this half-line a cubic exponential with $a_3>0$ is normalisable. Suppose that one, called $r$, matches the moments up to order three and has kurtosis $K_*$. Replacing $g$ by $r$ in $J$ leaves

$$J=a_4(K_*-K)\ge0 .$$

A quartic with $a_4>0$ therefore has $K<K_*$. If $a_4=0$, then $J=0$, the density is $r$ itself and $K=K_*$. Every $K>K_*$ fails.

For $R_p=120$ nm and $\sigma=45$ nm, with zero skewness for the profile inside the wafer, the computed reference has $a_3=0.0194$ and $K_*=2.79$. The surface lowers the threshold here, so the target 3.6 still fails. The change is appreciable although the whole-line Gaussian places just 0.38% of its mass above the surface.

## The contribution of an anneal

Model diffusion away from boundaries as an independent Gaussian displacement of variance $V=2\mathcal{D}t$, where $\mathcal{D}$ is the constant diffusivity and $t$ the time. If $M_4$ is the fourth central moment in depth units, the new one is $M_4+6\sigma^2V+3V^2$. Subtracting three times the new squared variance gives

$$M_4+6\sigma^2V+3V^2-3(\sigma^2+V)^2=M_4-3\sigma^4 .$$

The numerator of the excess is unchanged while the variance grows, so

$$K'-3=\frac{K-3}{(1+V/\sigma^2)^2}.$$

For $\sqrt V=20$ nm, $V/\sigma^2=400/2025=0.198$ and $K'=3+0.6/1.198^2=3.42$. The excess falls by about 30% but remains positive for any finite $V$. In this model diffusion weakens the mismatch without removing it.

## The example beside a real implant

The mean depth and width are rough values for phosphorus implanted into silicon near 100 keV. Zero skewness and $K=3.6$ are model choices, the latter standing for a moderate channelling tail. In a real crystal channelling extends the deep side, so zero skewness is the assumption most exposed. On the whole line, a skewness of 0.10 restores a solution but puts a false bump at a depth near 3.1 µm. With the surface included, that skewness has no threshold $K_*$: the Gaussian cut off at the surface, with the same mean and variance, has skewness 0.084, and a cubic term with $a_3>0$ only lowers it, so no cubic reference reaches 0.10. A quartic solution then exists for $K=3.6$, but its false bump lies deeper still, near 14 µm. That depth rests on the small difference $0.10-0.084$ and is only as good as the rough $R_p$. With $R_p=125$ nm the bump is near 7 µm. With $R_p=115$ nm the cut-off Gaussian has skewness 0.106, so a cubic reference reaches 0.10, a threshold near 2.8 returns and $K=3.6$ fails again. For the zero-skewness example the surface moves the threshold from 3 to 2.79, and the 20 nm anneal moves the kurtosis from 3.6 to 3.42; neither change, taken separately, restores a solution. The remaining values are in the numerical output.

## Numbers as computed

```
mean depth = 120 nm, sigma = 45 nm
dose = 1.0e+14 cm^-2, target kurtosis = 3.60
Gaussian peak = 8.865e+18 cm^-3
mixture: narrow sigma = 39.65 nm (weight 0.8)
mixture: broad sigma = 61.94 nm (weight 0.2)
mixture kurtosis by quadrature = 3.60000
entropy in y: Gaussian 1.41894, mixture 1.41430 nat
even quartic a2= -6.0, a4=1: K=1.06155, J=16.38180
even quartic a2= -2.0, a4=1: K=1.56136, J=0.99765
even quartic a2=  0.0, a4=1: K=2.18844, J=0.09271
even quartic a2=  2.0, a4=1: K=2.60037, J=0.01190
even quartic a2=  8.0, a4=1: K=2.92318, J=0.00028
even quartic a2= 20.0, a4=1: K=2.98554, J=0.00001
dual slope at Gaussian edge = 0.6012 (finite difference)
far bumps L=10 sigma: weight=6.001e-05, deficit=2.325e-03 nat
far bumps L=30 sigma: weight=7.407e-07, deficit=3.217e-04 nat
far bumps L=100 sigma: weight=6.000e-09, deficit=2.988e-05 nat
window +-450 nm: a4=-4.537e-03, wall mass*L^4=0.5326
  wall concentration = 4.040e+15 cm^-3
window +-900 nm: a4=-1.211e-03, wall mass*L^4=0.5849
  wall concentration = 7.383e+14 cm^-3
window +-1800 nm: a4=-3.093e-04, wall mass*L^4=0.5963
  wall concentration = 1.007e+14 cm^-3
skewness 0.20: bump 1434 nm past mean, ratio to (K+3)/s law=0.9660
  bump concentration = 4.059e+12 cm^-3
skewness 0.10: bump 2940 nm past mean, ratio to (K+3)/s law=0.9899
  bump concentration = 2.757e+11 cm^-3
skewness 0.05: bump 5922 nm past mean, ratio to (K+3)/s law=0.9969
  bump concentration = 1.747e+10 cm^-3
Gaussian fraction above surface = 0.383 %
half-line cubic: a3 = 0.01943, threshold K* = 2.7862
half-line quartic with a4=0.01: K = 2.6895
diffusion spread sqrt(2Dt) = 20 nm
after anneal: sigma=49.24 nm, K=3.4184
```
